# Why Contracted Basis Sets Overestimate Delta-SCF 1s Binding Energies: test program

```python
"""
Result under test: a contracted valence basis makes the Delta-SCF 1s binding
energy B = E(1s hole) - E(ground) too large, because the hole state lacks tighter
1s and valence orbitals. Uncontracting, or adding the full contracted set of
element Z+1, removes most of the error; the Z+1 1s function alone cures one part.
Model: keeping exponent Z-5/16 for a lone 1s electron costs 25/512 hartree.
Symbols: eps_1s = ground-state 1s orbital energy; R = -eps_1s - B = relaxation
energy; Z = nuclear charge; zeta = exponent of the orbital exp(-zeta r).
System: Be 1s hole in linear BeH2, nonrelativistic RHF / UHF.
"""
import numpy as np
from scipy.constants import value
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import eigh, null_space
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

EV = value("Hartree energy in eV")
BOND = 1.33  # angstrom, chosen


# ---------- one-exponent model, by radial quadrature ----------
def model_energies(zeta, charge):
    """Energies of one and of two electrons in exp(-zeta r), on a grid."""
    r = np.linspace(0.0, 40.0 / charge, 200001)
    u = r * np.exp(-zeta * r)
    u /= np.sqrt(trapezoid(u * u, r))
    slope = np.gradient(u, r[1] - r[0], edge_order=2)
    density_over_r = np.zeros_like(r)
    density_over_r[1:] = u[1:] ** 2 / r[1:]
    one = 0.5 * trapezoid(slope**2, r) - charge * trapezoid(density_over_r, r)
    inner_charge = cumulative_trapezoid(u * u, r, initial=0.0)
    repulsion = 2.0 * trapezoid(density_over_r * inner_charge, r)
    return one, 2.0 * one + repulsion


model_cost = 25.0 / 512.0
print(f"Model cost of old exponent, 25/512: {model_cost:.5f} hartree")
print(f"Same in eV: {model_cost * EV:.3f} eV")
for charge in (4, 9):
    best = minimize_scalar(lambda z: model_energies(z, charge)[1],
                           bounds=(charge - 1.0, charge + 0.5), method="bounded",
                           options={"xatol": 1e-7})
    cost = model_energies(best.x, charge)[0] + charge**2 / 2.0
    print(f"Quadrature Z={charge}: zeta = {best.x:.4f} 1/bohr, cost = {cost * EV:.3f} eV")
    assert abs(best.x - (charge - 5.0 / 16.0)) < 1e-3
    assert abs(cost - model_cost) < 2e-4


# ---------- basis sets ----------
def rows(shell):
    return [x for x in shell[1:] if isinstance(x, (list, tuple, np.ndarray))]


def uncontract(basis):
    """Every distinct primitive becomes its own basis function."""
    found = sorted({(sh[0], float(row[0])) for sh in basis for row in rows(sh)})
    return [[l, [exponent, 1.0]] for l, exponent in found]


def first_s_function(basis):
    """The 1s contraction alone."""
    shell = next(sh for sh in basis if sh[0] == 0)
    return [[0] + [[row[0], row[1]] for row in rows(shell) if row[1] != 0.0]]


def even_tempered(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


def load(name, element):
    return gto.basis.load(name, element)


be2, b2, h2 = (load("ccpvdz", x) for x in ("Be", "B", "H"))
be3, b3, h3 = (load("ccpvtz", x) for x in ("Be", "B", "H"))
be_ref = (even_tempered(0, 0.03, 2.4, 16) + even_tempered(1, 0.04, 2.5, 9)
          + even_tempered(2, 0.10, 2.6, 4))
h_ref = (even_tempered(0, 0.08, 2.6, 9) + even_tempered(1, 0.15, 2.7, 3)
         + even_tempered(2, 0.80, 2.6, 1))


# ---------- contracted 1s function in the one-electron ion Be3+ ----------
def ion_excess(basis):
    """Lowest one-electron energy in the basis minus the exact -Z^2/2."""
    ion = gto.M(atom="Be 0 0 0", charge=3, spin=1, basis={"Be": basis}, verbose=0)
    h = ion.intor("int1e_kin") + ion.intor("int1e_nuc")
    return eigh(h, ion.intor("int1e_ovlp"), eigvals_only=True)[0] + 8.0


ion_1s = ion_excess(first_s_function(be2))
ion_full = ion_excess(be2)
ion_plus = ion_excess(be2 + first_s_function(b2))
ion_unc = ion_excess(uncontract(be2))
print("Be3+ energy above exact value, cc-pVDZ functions of Be:")
print(f"  1s contraction only:        {ion_1s * EV:.3f} eV")
print(f"  all contracted functions:   {ion_full * EV:.3f} eV")
print(f"  the same plus boron 1s:     {ion_plus * EV:.3f} eV")
print(f"  uncontracted:               {ion_unc * EV:.3f} eV")
assert 0.8 * model_cost < ion_1s < 1.5 * model_cost
assert ion_plus < 0.5 * ion_full and ion_unc < 0.5 * ion_full


# ---------- Delta-SCF for BeH2 ----------
def delta_scf(be_basis, h_basis):
    geometry = f"Be 0 0 0; H 0 0 {BOND}; H 0 0 {-BOND}"
    basis = {"Be": be_basis, "H": h_basis}
    neutral = gto.M(atom=geometry, basis=basis, verbose=0)
    ground = scf.RHF(neutral)
    ground.conv_tol = 1e-10
    ground.kernel()
    cation = gto.M(atom=geometry, basis=basis, charge=1, spin=1, verbose=0)
    hole = scf.UHF(cation)
    hole.conv_tol = 1e-10
    hole.max_cycle = 100

    def hole_occupation(mo_energy=None, mo_coeff=None):
        occupation = np.zeros((2, len(mo_energy[0])))
        occupation[0, :3] = 1.0   # alpha: 1s and two valence orbitals
        occupation[1, 1:3] = 1.0  # beta: lowest orbital (1s) left empty
        return occupation

    hole.get_occ = hole_occupation
    c = ground.mo_coeff
    frozen = np.array([c[:, :3] @ c[:, :3].T, c[:, 1:3] @ c[:, 1:3].T])
    frozen_energy = hole.energy_tot(dm=frozen)
    hole.kernel(dm0=frozen)
    assert ground.converged and hole.converged
    assert hole.mo_energy[1][0] < -2.0 < hole.mo_energy[1][1]
    koopmans = -ground.mo_energy[0]
    assert abs(frozen_energy - ground.e_tot - koopmans) < 1e-5
    binding = hole.e_tot - ground.e_tot
    return dict(n=neutral.nao_nr(), ground=ground.e_tot, hole=hole.e_tot,
                koopmans=koopmans * EV, binding=binding * EV,
                relax=(koopmans - binding) * EV, mf=hole)


cases = {
    "DZ": (be2, h2),
    "DZ, H uncontr.": (be2, uncontract(h2)),
    "DZ + B 1s": (be2 + first_s_function(b2), h2),
    "DZ + all B": (be2 + b2, h2),
    "DZ uncontr.": (uncontract(be2), uncontract(h2)),
    "TZ": (be3, h3),
    "TZ + all B": (be3 + b3, h3),
    "TZ uncontr.": (uncontract(be3), uncontract(h3)),
    "reference": (be_ref, h_ref),
}
result = {name: delta_scf(*pair) for name, pair in cases.items()}
ref = result["reference"]
error = {name: x["binding"] - ref["binding"] for name, x in result.items()}

print(f"BeH2, Be-H distance {BOND} angstrom; DZ = cc-pVDZ, TZ = cc-pVTZ")
print("n = number of functions; total energies in hartree")
print("basis             n   E(ground)     E(1s hole)")
for name, x in result.items():
    print(f"{name:15s} {x['n']:3d}  {x['ground']:.6f}  {x['hole']:.6f}")
print("All in eV:       -eps_1s       R        B    error of B")
for name, x in result.items():
    print(f"{name:15s} {x['koopmans']:8.3f} {x['relax']:8.3f} "
          f"{x['binding']:8.3f} {error[name]:8.3f}")

# Full Z+1 sets and uncontraction must remove most of the error.
for name, parent in (("DZ + all B", "DZ"), ("DZ uncontr.", "DZ"),
                     ("TZ + all B", "TZ"), ("TZ uncontr.", "TZ")):
    removed = 1.0 - abs(error[name]) / error[parent]
    print(f"Error removed, {name}: {100 * removed:.1f} percent")
    assert error[parent] > 0.0 and removed > 0.5

# The Z+1 1s function alone must remove about the model cost, and no more.
removed_by_1s = error["DZ"] - error["DZ + B 1s"]
print(f"Error removed by boron 1s alone: {removed_by_1s:.3f} eV, "
      f"{100 * removed_by_1s / error['DZ']:.1f} percent")
assert abs(removed_by_1s / (model_cost * EV) - 1.0) < 0.3
assert abs(error["DZ + all B"]) < 0.5 * error["DZ + B 1s"]
print(f"<S^2> of reference hole state: {ref['mf'].spin_square()[0]:.4f} (hbar^2)")

assert error["DZ"] > 0.5
assert abs(error["TZ uncontr."]) < 0.1
assert abs(error["DZ, H uncontr."] - error["DZ"]) < 0.2 * error["DZ"]
assert abs(result["DZ"]["koopmans"] - ref["koopmans"]) < 0.3 * error["DZ"]

drop_ground = (result["DZ"]["ground"] - result["DZ uncontr."]["ground"]) * EV
drop_hole = (result["DZ"]["hole"] - result["DZ uncontr."]["hole"]) * EV
print(f"Lowering on uncontracting DZ, ground state: {drop_ground:.3f} eV")
print(f"Lowering on uncontracting DZ, hole state:   {drop_hole:.3f} eV")
assert 0.0 <= drop_ground < 0.2 * drop_hole


# ---------- share of the surviving 1s electron in that lowering ----------
def lone_1s_gain(small, large):
    """Open the basis of 'large' to the surviving 1s electron only.

    Returns the exact gain and its second-order estimate, in hartree.
    """
    overlap = large.get_ovlp()
    cross = gto.intor_cross("int1e_ovlp", large.mol, small.mol)
    transfer = np.linalg.solve(overlap, cross)
    alpha, beta = (transfer @ small.mo_coeff[s][:, small.mo_occ[s] > 0]
                   for s in (0, 1))
    full = np.array([alpha @ alpha.T, beta @ beta.T])
    assert abs(large.energy_tot(dm=full) - small.e_tot) < 1e-6
    # field of all electrons except the surviving 1s electron
    rest = np.array([alpha[:, 1:] @ alpha[:, 1:].T, beta @ beta.T])
    field = large.get_hcore() + large.get_veff(large.mol, rest)[0]
    w, v = np.linalg.eigh(overlap)
    root, inverse_root = (v * np.sqrt(w)) @ v.T, (v / np.sqrt(w)) @ v.T
    f = inverse_root @ field @ inverse_root
    occ = root @ alpha
    old_energy = occ[:, 0] @ f @ occ[:, 0]
    # exact: lowest orbital orthogonal to the fixed alpha valence orbitals
    allowed = null_space(occ[:, 1:].T)
    levels, vectors = np.linalg.eigh(allowed.T @ f @ allowed)
    exact_gain = old_energy - levels[0]
    new_1s = inverse_root @ allowed @ vectors[:, 0]
    updated = rest.copy()
    updated[0] += np.outer(new_1s, new_1s)
    assert abs(small.e_tot - large.energy_tot(dm=updated) - exact_gain) < 1e-6
    # second order: coupling of the old 1s orbital to the virtual orbitals
    virtual = null_space(occ.T)
    e_virtual, mix = np.linalg.eigh(virtual.T @ f @ virtual)
    coupling = (virtual @ mix).T @ f @ occ[:, 0]
    return exact_gain, np.sum(coupling**2 / (e_virtual - old_energy))


gain, estimate = lone_1s_gain(result["DZ"]["mf"], result["DZ uncontr."]["mf"])
core_part = gain * EV
valence_part = drop_hole - core_part
print("Division of the hole-state lowering:")
print(f"  surviving 1s electron alone:     {core_part:.3f} eV")
print(f"  its second-order estimate:       {estimate * EV:.3f} eV")
print(f"  valence electrons and coupling:  {valence_part:.3f} eV")
assert abs(estimate / gain - 1.0) < 0.1
assert 0.5 * model_cost < gain < 1.5 * model_cost
assert core_part > 0.2 * drop_hole and valence_part > 0.2 * drop_hole

print("ALL CHECKS PASSED")
```

It prints:

```
Model cost of old exponent, 25/512: 0.04883 hartree
Same in eV: 1.329 eV
Quadrature Z=4: zeta = 3.6875 1/bohr, cost = 1.329 eV
Quadrature Z=9: zeta = 8.6875 1/bohr, cost = 1.329 eV
Be3+ energy above exact value, cc-pVDZ functions of Be:
  1s contraction only:        1.611 eV
  all contracted functions:   1.296 eV
  the same plus boron 1s:     0.282 eV
  uncontracted:               0.009 eV
BeH2, Be-H distance 1.33 angstrom; DZ = cc-pVDZ, TZ = cc-pVTZ
n = number of functions; total energies in hartree
basis             n   E(ground)     E(1s hole)
DZ               24  -15.767319  -11.227694
DZ, H uncontr.   28  -15.768447  -11.233211
DZ + B 1s        25  -15.767398  -11.274046
DZ + all B       38  -15.769536  -11.319100
DZ uncontr.      40  -15.769771  -11.317508
TZ               58  -15.771458  -11.308245
TZ + all B       88  -15.772456  -11.324669
TZ uncontr.      75  -15.772094  -11.325104
reference       109  -15.773129  -11.327099
All in eV:       -eps_1s       R        B    error of B
DZ               127.342    3.813  123.529    2.547
DZ, H uncontr.   127.306    3.896  123.410    2.427
DZ + B 1s        127.401    5.131  122.270    1.288
DZ + all B       127.234    6.132  121.103    0.120
DZ uncontr.      127.264    6.112  121.152    0.170
TZ               127.225    5.775  121.450    0.468
TZ + all B       127.216    6.185  121.030    0.048
TZ uncontr.      127.229    6.220  121.009    0.026
reference        127.216    6.233  120.983    0.000
Error removed, DZ + all B: 95.3 percent
Error removed, DZ uncontr.: 93.3 percent
Error removed, TZ + all B: 89.8 percent
Error removed, TZ uncontr.: 94.4 percent
Error removed by boron 1s alone: 1.259 eV, 49.4 percent
<S^2> of reference hole state: 0.7692 (hbar^2)
Lowering on uncontracting DZ, ground state: 0.067 eV
Lowering on uncontracting DZ, hole state:   2.444 eV
Division of the hole-state lowering:
  surviving 1s electron alone:     1.133 eV
  its second-order estimate:       1.138 eV
  valence electrons and coupling:  1.311 eV
ALL CHECKS PASSED
```
